# Fraction of O⁻ ions detached by a 532 nm laser pulse

## Problem

In an oxygen plasma the density of negative ions can be found by laser photodetachment. A short pulse removes the extra electron from O⁻,

$$\mathrm{O^-}+\text{photon}\rightarrow\mathrm{O}+e^-,$$

and a probe inside the illuminated volume records the sudden rise of the electron density. To turn this rise into an ion density, one must know what fraction of the ions the pulse has detached.

The pulse has wavelength $\lambda=532$ nm and fluence (energy per area) $F=50$ mJ/cm², uniform over the beam. The detachment cross section is $\sigma=6.5\times10^{-18}$ cm². What fraction $p$ of the O⁻ ions in the beam is detached, and how far can the result be trusted?

Four assumptions define the basic model. One photon is enough to detach an ion. The ions do not noticeably weaken the light. During the pulse no ions enter, leave or are formed in the beam. All ions have the same cross section throughout the pulse. The last assumption needs the most care and is examined after the solution.

The algebra is in atomic units, where $\hbar=1$ and a photon's energy equals its angular frequency $\omega$.

## First estimate by scaling

The photon energy is

$$\omega=\frac{2\pi c}{\lambda}=0.08565\ \text{hartree}=2.3305\ \text{eV}.$$

The electron affinity of O, the energy needed to remove the extra electron, is roughly 1.5 eV. One photon therefore suffices, and the electron leaves with roughly 0.8 eV.

The number of photons per area is the energy per area divided by the energy per photon, $N=F/\omega$. Since 1 eV is $1.602\times10^{-19}$ J, the fluence of 0.050 J/cm² equals $3.121\times10^{17}$ eV/cm², and

$$N=\frac{3.121\times10^{17}}{2.3305}\ \text{cm}^{-2}=1.339\times10^{17}\ \text{cm}^{-2}.$$

A cross section is the effective area within which a photon counts as a hit. The mean number of hits offered to one ion is the number of photons crossing that area:

$$x=\sigma N=\frac{\sigma F}{\omega}=(6.5\times10^{-18})(1.339\times10^{17})=0.870.$$

If each hit detached a fresh ion, the detached fraction would be

$$p_{\rm est}=x\approx 87\ \text{percent}.$$

The estimate shows how the answer scales: it grows with $\sigma$ and $F$, and at fixed fluence and fixed cross section with $\lambda$, because longer-wavelength light carries more photons per joule. In reality $\sigma$ itself depends on $\lambda$, and for ions in their lowest level it vanishes when the photon energy falls below the electron affinity. It also shows its own weakness. Above the fluence

$$F_s=\frac{\omega}{\sigma}=\frac{F}{x}=\frac{50}{0.8704}\ \text{mJ/cm}^2=57.4\ \text{mJ/cm}^2$$

it would detach more ions than there are. The given pulse is close to this limit, so the loss of ions during the pulse has to be followed.

## Exact solution of the model

### Rate equation

Let $n(t)$ be the density of surviving ions and $\Phi(t)$ the photon flux, in photons per area and time. In a time $dt$ each surviving ion is detached with probability $\sigma\Phi\,dt$. Hence

$$\frac{dn}{dt}=-\sigma\Phi(t)\,n .$$

The minus sign expresses loss, and the factor $n$ expresses that an ion already detached cannot be detached again. Dividing by $n$ and integrating over the whole pulse gives

$$\int_{n_0}^{n_1}\frac{dn}{n}=-\sigma\int\Phi(t)\,dt
\quad\Longrightarrow\quad
\ln\frac{n_1}{n_0}=-\sigma N=-x,$$

where $n_0$ and $n_1$ are the densities before and after the pulse, and $\int\Phi\,dt=N$ by the definition of $N$. The surviving fraction is $n_1/n_0=e^{-x}$, and the detached fraction is

$$\boxed{\,p=1-e^{-x}=1-\exp\!\left(-\frac{\sigma F}{\omega}\right)\,}$$

With $x=0.8704$,

$$p=1-0.4188=0.5812 .$$

In this model 58 percent of the O⁻ ions detach.

The flux entered only through its time integral, so the pulse shape does not matter. Direct numerical integration of the rate equation gives 0.5812 both for a Gaussian pulse of 10 ns full width at half maximum and for a skewed pulse proportional to $t^2e^{-t}$, with $t$ in nanoseconds.

### The same result by counting photons

Let $NA$ photons fall at random on an area $A$ that contains one ion. Each photon misses the ion with probability $1-\sigma/A$. The ion survives if all of them miss:

$$P_{\rm survive}=\left(1-\frac{\sigma}{A}\right)^{NA}.$$

For $\sigma\ll A$ the logarithm is

$$NA\ln\!\left(1-\frac{\sigma}{A}\right)
=-N\sigma-\frac{N\sigma^2}{2A}-\dots\;\rightarrow\;-x ,$$

so the survival probability is again $e^{-x}$. With $A=10^{-10}$ cm² the unexpanded product gives a detached fraction of 0.5812.

In the same limit the number $k$ of hits offered to an ion follows the Poisson distribution $P_k=e^{-x}x^k/k!$. For the given pulse,

$$P_0=0.419,\qquad P_1=xe^{-x}=0.365,\qquad P_{k\ge2}=1-P_0-P_1=0.217 .$$

About 22 percent of the ions are offered two or more hits, of which only the first can detach.

## Comparison of estimate and solution

The estimate of 87 percent exceeds the solution of 58 percent by a factor $0.8704/0.5812=1.50$. The difference, $0.8704-0.5812=0.289$ hits per ion, is the mean number of hits that find the ion already detached.

The expansion

$$1-e^{-x}=x-\frac{x^2}{2}+\frac{x^3}{6}-\dots$$

shows when the estimate is good. For small $x$ its error relative to $p$ is about $x/2$. An error of 5 percent thus corresponds to $x\approx0.1$, or a fluence of about $0.1F_s\approx6$ mJ/cm². At the given fluence the second-order term alone is $-0.38$, so a linear treatment is not usable.

In the opposite limit, $x\gg1$, nearly all ions detach and the approach to saturation is exponential. The fluence needed for a chosen fraction $p$ follows by solving the boxed formula for $F$:

$$e^{-\sigma F/\omega}=1-p
\quad\Longrightarrow\quad
F=-\frac{\omega}{\sigma}\ln(1-p).$$

For $p=0.95$ this gives $57.4\times\ln20=172$ mJ/cm², about 3.4 times the given fluence. This holds for one common cross section. If some ions are harder to detach than others, as in the polarized light treated below, more fluence is needed.

The sensitivity to the fluence comes from differentiation. Since $dp/dx=e^{-x}$ and $dx/x=dF/F$,

$$dp=xe^{-x}\,\frac{dF}{F}=0.365\,\frac{dF}{F}.$$

A fluence 10 percent lower gives $p=0.543$, and one 10 percent higher gives 0.616. Because $\sigma$ and $F$ enter only as a product, an error of 10 percent in the cross section has the same effect. The linear estimate would have predicted a change of 0.087 in either direction, more than twice as much. The cross section is taken here as given. If it were 20 percent larger, $p$ would be 0.648, a larger shift than the orientation effect treated below.

## From the electron signal to the ion density

Each detached ion releases one electron. If O⁻ is the only source of the signal, the released electron density is

$$\Delta n_e=p\,n_0
\quad\Longrightarrow\quad
n_0=\frac{\Delta n_e}{p}=1.72\,\Delta n_e .$$

For an ion density of $1.0\times10^{10}$ cm⁻³ the pulse releases $5.8\times10^{9}$ electrons per cm³. Reading this number directly as the ion density would miss 42 percent of the ions.

A second pulse energy can replace knowledge of the cross section. Let $S_1$ and $S_2$ be the released electron densities at fluences $F$ and $2F$, with the same plasma before each pulse. Then

$$\frac{S_2}{S_1}=\frac{1-e^{-2x}}{1-e^{-x}}
=\frac{(1-e^{-x})(1+e^{-x})}{1-e^{-x}}=1+e^{-x}.$$

Hence $e^{-x}=S_2/S_1-1$, and

$$n_0=\frac{S_1}{1-e^{-x}}=\frac{S_1}{2-S_2/S_1}.$$

For the given pulse the expected ratio is 1.42. A ratio near 2 means weak detachment, and a ratio near 1 means saturation. The method relies on the single exponential, and so on one common cross section and a uniform fluence. For the oriented ions treated below (pure s wave, equal filling) it returns a density 7 percent too low. It also amplifies measurement errors: if $S_2$ is 5 percent too high, $n_0$ comes out 14 percent too high for the given pulse, and twice too high at $x=0.2$.

## Polarized light and the orientation of the ions

O⁻ has five electrons in its 2p shell. Its orbital angular momentum can point in different directions, and linearly polarized light does not detach all orientations at the same rate. The easily detached ions disappear first, leaving a population that is harder to detach. The total therefore falls below the boxed result.

### Rates for an outgoing s wave

Take the polarization along $z$. The light then leaves the magnetic quantum number $m$ of the ejected electron unchanged. An s wave has $m=0$, so the electron must come from the orbital $p_0$.

The O atom left behind has four p electrons, that is, two holes in the shell. At this photon energy it must be in its lowest term, the triplet ³P, because the next term lies roughly 2 eV higher. Two holes in the same orbital form a singlet, so the triplet needs holes in two different orbitals. This fixes the relative rates:

- For $M_L=0$ the hole of O⁻ is in $p_0$. Removing the other $p_0$ electron would put both holes there, which gives a singlet. The rate is 0.
- For $M_L=\pm1$ the hole is in $p_{\mp1}$, and $p_0$ holds two electrons. Removing one of them leaves two holes with parallel spins, a pure triplet of weight 1. Removing the other leaves opposite spins, which are half triplet, of weight 1/2. The rate is 3/2.

The mean over the three values of $M_L$ is $(0+\tfrac32+\tfrac32)/3=1$. These numbers are thus rates relative to the orientation-averaged cross section $\sigma$.

### Averaging by spin-orbit coupling

Spin-orbit coupling splits the ion's ground term by roughly 0.02 eV. During a 10 ns pulse this gives a precession phase of $3\times10^5$ rad. The orbital direction precesses many times before the ion is detached, and the rates must be taken in the states of definite $J$ and $M_J$. This assumes that $M_J$ along the polarization is kept during the pulse. A magnetic field across the polarization mixes these states. For a flat 10 ns pulse, a field of a few millitesla raises the s-wave result found below from 0.554 to about 0.574, while the Earth's field leaves it unchanged.

The state $J=M_J=\tfrac32$ is $|M_L{=}1,\uparrow\rangle$, with rate 3/2. Applying the lowering operator $L_-+S_-$ to it gives $\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$. After division by the norm $\sqrt3$,

$$\left|\tfrac32,\tfrac12\right\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,
\qquad \text{rate}=\tfrac23\cdot0+\tfrac13\cdot\tfrac32=\tfrac12 .$$

The orthogonal combination is the state $J=\tfrac12$. It has the two weights exchanged, and its rate is $\tfrac13\cdot0+\tfrac23\cdot\tfrac32=1$. States with negative $M_J$ have the same rates by symmetry.

If all six states are equally filled at the start, each rate applies to one third of the ions:

$$\frac{n_1}{n_0}=\frac{e^{-3x/2}+e^{-x/2}+e^{-x}}{3}
=e^{-x}\,\frac{1+2\cosh(x/2)}{3}.$$

For small $x$, $\cosh(x/2)\approx1+x^2/8$, and the fraction multiplying $e^{-x}$ becomes $1+x^2/12$. The correction has no linear term, because the mean initial rate is unchanged. For the given pulse the detached fraction is 0.554 instead of 0.581. Propagating all six states together with their spin-orbit coupling gives this same value.

### The d wave and unequal filling

The electron can also leave as a d wave. The angular strength for light along $z$ is the squared norm of $\cos\theta\,Y_{1m}$. For $m=0$ it is 3/5, of which 1/3 belongs to the s wave and $3/5-1/3=4/15$ to the d wave. For $m=\pm1$ it is 1/5, all d wave. Each orbital other than the one with the hole again contributes the triplet weight 3/2:

$$M_L=0:\ \tfrac32\left(\tfrac15+\tfrac15\right)=\tfrac35,
\qquad
M_L=\pm1:\ \tfrac32\left(\tfrac4{15}+\tfrac15\right)=\tfrac7{10}.$$

Divided by their mean, 2/3, these are 0.90 and 1.05. The deviations from 1 are one tenth of those for the s wave, and a pure d wave gives $p=0.581$. In the total rate, summed over all emission directions, the two waves add without interference. At equal filling a mixture therefore lies between 0.554 and 0.581.

Equal filling is itself approximate. At 500 K the thermal energy is 0.043 eV, only about twice the splitting, and the lower level $J=\tfrac32$ is favoured. In the extreme case that only this level is filled, half the ions have rate 3/2 and half have rate 1/2. For a pure s wave this gives

$$p=1-e^{-x}\cosh(x/2)=1-0.4188\times1.096=0.541 .$$

With thermal filling at 500 K a pure s wave gives 0.551. For ions with no initial alignment, orientation can thus lower the result by up to about 4 percentage points in linearly polarized light, and any d-wave share makes the shift smaller. The 58 percent belongs to the model in which all ions keep one common cross section. The same holds for the conversion factor 1.72, which becomes $1/0.541=1.85$ in the extreme case above. Near saturation orientation matters more, because the ions that are hardest to detach remain to the end: for a pure s wave and equal filling, 95 percent detachment takes 234 mJ/cm² instead of 172.

## The other assumptions in a real discharge

The example corresponds to a frequency-doubled Nd:YAG laser and a low-pressure oxygen processing discharge. The rough values taken are an ion temperature of 500 K, an O⁻ density of $10^{10}$ cm⁻³, an ion lifetime of 100 µs and a light path of 30 cm. The pulse lasts 10 ns and the beam is 5 mm wide, so the pulse energy is $50\times\pi(0.25)^2\approx10$ mJ. Besides orientation, the assumption most open to failure here is the uniform beam, and for a strongly peaked beam it matters more than orientation.

**Beam profile.** Let the fluence fall as a Gaussian from $F_c$ at the centre to $F_c/2$ at the edge, with the mean held at 50 mJ/cm². Write $F(r)=F_ce^{-u}$ with $u\propto r^2$. Equal steps in $u$ then cover equal areas, and $u$ runs from 0 to $\ln2$. The mean fluence is

$$\frac{F_c}{\ln2}\int_0^{\ln2}e^{-u}\,du=\frac{F_c}{2\ln2},$$

so $F_c=2\ln2\times50=69.3$ mJ/cm². Averaging $1-e^{-\sigma F(r)/\omega}$ over the area gives 0.575. The value is below 0.581 because $1-e^{-x}$ bends downward: the centre gains less than the edge loses. A probe that samples only the centre would instead see the higher local fluence, for which $p=0.70$. This profile is a mild case. If the fluence falls to $e^{-2}$ of the central value at the edge, with the same mean, the average is 0.535 and the centre value is 0.87.

**Ion motion.** The thermal flux through the side of the beam is $n\bar v/4$, where $\bar v=813$ m/s is the mean speed. Per unit length, the side area is $2\pi R$ and the volume is $\pi R^2$. In the pulse time $\tau$ the exchanged fraction is

$$\frac{(\bar v/4)(2\pi R)\tau}{\pi R^2}=\frac{\bar v\tau}{2R}
=\frac{813\times10^{-8}}{5\times10^{-3}}=1.6\times10^{-3}.$$

Random sampling of two million thermal ions gives the same value. The effect on $p$ is at most about 0.2 percentage points.

**New ions.** In a steady plasma of ion lifetime $T$, formation replaces a fraction $\tau/T=10^{-4}$ of the original density during the pulse. Some of the new ions are detached too, and the normal losses fall as the ions disappear. For a flat pulse the net gain is $2.5\times10^{-5}$. This holds the formation rate fixed. Even if the released electrons raised it tenfold, the ions formed would amount to $10^{-3}$ of the original density.

**Absorption.** The ions remove at most a fraction $n_0\sigma L=10^{10}\times6.5\times10^{-18}\times30\approx2\times10^{-6}$ of the light over the path $L$.

The conversion from signal to ion density has a further condition. O₂⁻ ions, where present, are also detached at 532 nm and add electrons that the formula would assign to O⁻. This does not change the fraction of O⁻ detached, but it does change what the probe signal means.

Most of the values behind these comparisons are collected in the numerical output.

## Table of computed values

```
wavelength                         532 nm
fluence                            50 mJ/cm^2
cross section                      6.5e-18 cm^2
photon energy                      2.3305 eV
photon energy, atomic units        0.08565 hartree
electron affinity (rough)          1.5 eV
photons per area                   1.3391e+17 cm^-2
exponent x (= linear estimate)     0.8704
surviving fraction                 0.4188
detached fraction, formula         0.5812
detached, Gaussian pulse ODE       0.5812
detached, skewed pulse ODE         0.5812
detached, photon counting          0.5812
O- density (rough)                 1.0e+10 cm^-3
released electron density          5.81e+09 cm^-3
correction factor 1/p              1.721
fluence for 95 % detachment        172.1 mJ/cm^2
sensitivity dp/dlnF                0.3645
detached at 10 % less fluence      0.5431
detached at 10 % more fluence      0.6161
fine-structure splitting (rough)   0.02 eV
precession phase in pulse          3.0e+05 rad
relative rates, J states, s wave   0.50 1.00 1.50
detached, polarized, pure s wave   0.5544
detached, polarized, pure d wave   0.5810
central fluence, Gaussian profile  69.3 mJ/cm^2
detached, Gaussian profile         0.5750
pulse length                       10 ns
beam diameter                      5 mm
ion temperature (rough)            500 K
mean ion speed                     813 m/s
ions exchanged at edge, formula    1.63e-03
ions exchanged at edge, sampled    1.63e-03
ion lifetime (rough)               100 us
refilled fraction in pulse         2.5e-05
light path                         30 cm
light absorbed by ions             1.9e-06
```
